# The potential that drives a one-electron Gaussian density of prescribed width: test program

```python
"""
Result under test (Hartree atomic units, one electron in one dimension):
the Gaussian density n(x,t) with standard deviation s(t) is produced by
    v(x,t) = omega_sq(t) * x**2 / 2 + c(t),
    omega_sq = 1/(4 s**4) - s''/s,
if the initial wavefunction carries the phase s'(0) x**2 / (2 s(0)).
s', s'' : time derivatives of s;  c(t) : arbitrary function of time only.
omega_sq may be negative (inverted parabola).
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from scipy import constants
from scipy.integrate import cumulative_trapezoid, quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

# ---------- symbolic inversion of the Schroedinger equation, any s(t) ----------
X = sp.Symbol("x", real=True)
T = sp.Symbol("t", real=True)
S = sp.Function("s", positive=True)(T)
PH = sp.Function("f", real=True)(T)
trial = S**sp.Rational(-1, 2) * sp.exp(
    -X**2 / (4 * S**2) + sp.I * X**2 * sp.diff(S, T) / (2 * S) + sp.I * PH)
v_from_equation = sp.simplify(
    (sp.I * sp.diff(trial, T) + sp.diff(trial, X, 2) / 2) / trial)
v_formula = (X**2 / 2 * (1 / (4 * S**4) - sp.diff(S, T, 2) / S)
             - 1 / (4 * S**2) - sp.diff(PH, T))
assert sp.simplify(sp.expand(v_from_equation - v_formula)) == 0

# free spreading must need no potential
s_start = sp.Symbol("s0", positive=True)
s_free = sp.sqrt(s_start**2 + T**2 / (4 * s_start**2))
assert sp.simplify(1 / (4 * s_free**4) - sp.diff(s_free, T, 2) / s_free) == 0

# ---------- prescribed width: smooth ramp ----------
S0, S1, T_RAMP = 1.0, 2.0, 4.0


def make_ramp(duration):
    """Width polynomial in t and its first two derivatives."""
    tau = Polynomial([0.0, 1.0 / duration])
    width = S0 + (S1 - S0) * (10 * tau**3 - 15 * tau**4 + 6 * tau**5)
    return width, width.deriv(1), width.deriv(2)


s, ds, dds = make_ramp(T_RAMP)


def omega_sq(t):
    return 1 / (4 * s(t)**4) - dds(t) / s(t)


def omega_sq_static(t):
    """Curvature whose ground state has the momentary width."""
    return 1 / (4 * s(t)**4)


def gaussian_density(x, width):
    return np.exp(-x**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))


# ---------- velocity and force reconstructed from the density alone ----------
y = np.linspace(-12, 12, 4801)
dy = y[1] - y[0]
inner = np.abs(y) < 2.5
h = 1e-3


def velocity_from_density(t):
    dn_dt = (gaussian_density(y, s(t + h))
             - gaussian_density(y, s(t - h))) / (2 * h)
    current = -cumulative_trapezoid(dn_dt, y, initial=0)
    return current / gaussian_density(y, s(t))


t_test = 1.3
u = velocity_from_density(t_test)
assert np.max(np.abs(u - y * ds(t_test) / s(t_test))[inner]) < 1e-4
du_dt = (velocity_from_density(t_test + h)
         - velocity_from_density(t_test - h)) / (2 * h)
root_n = np.sqrt(gaussian_density(y, s(t_test)))
quantum_term = np.gradient(np.gradient(root_n, dy), dy) / (2 * root_n)
slope_v = np.gradient(quantum_term, dy) - du_dt - u * np.gradient(u, dy)
force_error = np.max(np.abs(slope_v - omega_sq(t_test) * y)[inner])
assert force_error < 2e-4  # second-order finite differences

# ---------- propagation on a grid ----------
HALF_BOX, N_GRID = 24.0, 512
dx = 2 * HALF_BOX / N_GRID
x = -HALF_BOX + dx * np.arange(N_GRID)
k = 2 * np.pi * np.fft.fftfreq(N_GRID, dx)


def propagate(psi, curvature, t_end, n_steps, shift=lambda t: 0.0):
    """Split-operator propagation; returns all times and wavefunctions."""
    dt = t_end / n_steps
    half_kinetic = np.exp(-0.25j * k**2 * dt)
    history = [psi.astype(complex)]
    for step in range(n_steps):
        t_mid = (step + 0.5) * dt
        v = 0.5 * curvature(t_mid) * x**2 + shift(t_mid)
        psi = np.fft.ifft(half_kinetic * np.fft.fft(psi))
        psi = np.exp(-1j * dt * v) * psi
        psi = np.fft.ifft(half_kinetic * np.fft.fft(psi))
        history.append(psi)
    return np.linspace(0, t_end, n_steps + 1), np.array(history)


def widths(history):
    return np.sqrt(np.sum(np.abs(history)**2 * x**2, axis=1) * dx)


def density_error(times, history, width):
    target = np.array([gaussian_density(x, width(t)) for t in times])
    return np.max(np.abs(np.abs(history)**2 - target))


def energy(psi, curvature):
    kinetic = 0.5 * np.sum(k**2 * np.abs(np.fft.fft(psi))**2) * dx / N_GRID
    return kinetic + 0.5 * curvature * np.sum(x**2 * np.abs(psi)**2) * dx


psi_start = np.sqrt(gaussian_density(x, S0))
N_STEPS = 800
times, run = propagate(psi_start, omega_sq, T_RAMP, N_STEPS)
run_width = widths(run)
err_main = density_error(times, run, s)
assert err_main < 1e-5
assert np.max(np.abs(run_width - s(times))) < 1e-4

err_coarse = density_error(*propagate(psi_start, omega_sq, T_RAMP, 200), s)
err_half = density_error(*propagate(psi_start, omega_sq, T_RAMP, 400), s)
ratio = err_coarse / err_half
assert 3.7 < ratio < 4.3  # second-order method

# full wavefunction, including the phase that depends on time only
phase_end = -quad(lambda t: 1 / (4 * s(t)**2), 0, T_RAMP)[0]
ground_end = np.sqrt(gaussian_density(x, S1))
wave_error = np.max(np.abs(run[-1] - ground_end * np.exp(1j * phase_end)))
assert wave_error < 1e-4

# a function of time only, added to v, leaves the density unchanged
_, shifted = propagate(psi_start, omega_sq, T_RAMP, N_STEPS,
                       lambda t: 0.7 * np.cos(3 * t))
shift_effect = np.max(np.abs(np.abs(shifted)**2 - np.abs(run)**2))
assert shift_effect < 1e-10

# final state against the ground state of the final well
curv_end = omega_sq(T_RAMP)
e_start = energy(psi_start, omega_sq(0.0))
e_end = energy(run[-1], curv_end)
pop_end = abs(np.sum(ground_end * run[-1]) * dx)**2
assert abs(e_start - 1 / (4 * S0**2)) < 1e-8
assert abs(e_end - 0.5 * np.sqrt(curv_end)) < 1e-5
assert abs(pop_end - 1) < 1e-6

# ---------- contrast 1: inertial term s''/s left out ----------
_, static_run = propagate(psi_start, omega_sq_static, T_RAMP, N_STEPS)
static_width = widths(static_run)
ode = solve_ivp(lambda t, z: [z[1], 1 / (4 * z[0]**3)
                              - omega_sq_static(t) * z[0]],
                (0, T_RAMP), [S0, 0.0], rtol=1e-10, atol=1e-12)
assert abs(ode.y[0, -1] - static_width[-1]) < 1e-4
e_static = energy(static_run[-1], curv_end)
pop_static = abs(np.sum(ground_end * static_run[-1]) * dx)**2
dev_fast = np.max(np.abs(static_width - s(times)))
assert abs(static_width[-1] - S1) > 0.05
assert e_static > e_end + 0.01 and pop_static < 0.99

T_SLOW = 10 * T_RAMP
s_slow = make_ramp(T_SLOW)[0]
times_slow, slow_run = propagate(
    psi_start, lambda t: 1 / (4 * s_slow(t)**4), T_SLOW, 4000)
dev_slow = np.max(np.abs(widths(slow_run) - s_slow(times_slow)))
assert dev_slow < dev_fast / 3

# ---------- contrast 2: density already moving at the start ----------
AMP, FREQ, T_OSC = 0.2, 2.0, 1.0


def s_osc(t):
    return 1 + AMP * np.sin(FREQ * t)


def omega_sq_osc(t):
    second = -AMP * FREQ**2 * np.sin(FREQ * t)
    return 1 / (4 * s_osc(t)**4) - second / s_osc(t)


rate0 = AMP * FREQ
real_start = np.sqrt(gaussian_density(x, s_osc(0.0)))
moving_start = real_start * np.exp(0.5j * rate0 * x**2 / s_osc(0.0))
t_osc, good = propagate(moving_start, omega_sq_osc, T_OSC, 400)
_, bad = propagate(real_start, omega_sq_osc, T_OSC, 400)
err_osc = density_error(t_osc, good, s_osc)
assert err_osc < 1e-5
assert abs(widths(bad)[-1] - s_osc(T_OSC)) > 0.05

# ---------- interval of negative curvature ----------
scan = np.linspace(0, T_RAMP, 401)
signs = np.sign(omega_sq(scan))
crossings = [brentq(omega_sq, scan[i], scan[i + 1])
             for i in range(len(scan) - 1) if signs[i] * signs[i + 1] < 0]
assert len(crossings) == 2
lowest = minimize_scalar(omega_sq, bounds=tuple(crossings), method="bounded",
                         options={"xatol": 1e-10})
assert lowest.fun < 0

# ---------- printed results ----------
fs = constants.physical_constants["atomic unit of time"][0] * 1e15
angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
ev = constants.physical_constants["Hartree energy in eV"][0]
print("All values in Hartree atomic units (a.u.) unless marked")
print(f"initial width {S0:.1f} bohr = {S0 * angstrom:.4f} angstrom")
print(f"final width {S1:.1f} bohr = {S1 * angstrom:.4f} angstrom")
print(f"ramp duration {T_RAMP:.1f} a.u. = {T_RAMP * fs:.4f} fs")
print(f"grid: {N_GRID} points, spacing {dx:.5f} bohr, "
      f"box {-HALF_BOX:.0f} to {HALF_BOX:.0f} bohr")
print(f"time step {T_RAMP / N_STEPS:.3f} a.u., {N_STEPS} steps")
print("t | s | s' | s'' | 1/(4s^4) | s''/s | omega^2 | propagated width")
for t in (0.0, 1.0, 2.0, 3.0, 4.0):
    i = int(round(t / T_RAMP * N_STEPS))
    print(f"{t:.1f} | {s(t):.5f} | {ds(t):.5f} | {dds(t) + 0.0:.5f} | "
          f"{omega_sq_static(t):.5f} | {dds(t) / s(t):.5f} | "
          f"{omega_sq(t):.5f} | {run_width[i]:.5f}")
print(f"omega^2 negative from t = {crossings[0]:.4f} "
      f"to {crossings[1]:.4f} a.u.")
print(f"lowest omega^2 = {lowest.fun:.5f} a.u. at t = {lowest.x:.4f} a.u.")
print(f"force from density alone at t = {t_test}: "
      f"largest error {force_error:.1e} a.u. for |x| < 2.5 bohr")
print(f"largest density error, main run: {err_main:.1e} per bohr")
print(f"density error, step 0.02: {err_coarse:.2e} per bohr")
print(f"density error, step 0.01: {err_half:.2e} per bohr")
print(f"ratio of these errors: {ratio:.3f}")
print(f"time-only phase at the end: {phase_end:.5f} rad")
print(f"largest final wavefunction error: {wave_error:.1e} bohr^(-1/2)")
print(f"density change from added c(t) = 0.7 cos(3t): "
      f"{shift_effect:.1e} per bohr")
print(f"initial energy {e_start:.5f} hartree = {e_start * ev:.4f} eV")
print(f"final energy {e_end:.5f} hartree = {e_end * ev:.4f} eV")
print(f"final ground-state population: {pop_end:.6f}")
print("Without the term s''/s:")
print(f"  final width {static_width[-1]:.5f} bohr "
      f"(width equation: {ode.y[0, -1]:.5f} bohr)")
print(f"  final energy {e_static:.5f} hartree = {e_static * ev:.4f} eV")
print(f"  final ground-state population {pop_static:.5f}")
print(f"  largest width error, ramp of {T_RAMP:.0f} a.u.: "
      f"{dev_fast:.5f} bohr")
print(f"  largest width error, ramp of {T_SLOW:.0f} a.u.: "
      f"{dev_slow:.5f} bohr")
print(f"Moving start, s = 1 + {AMP} sin({FREQ:.0f}t), s'(0) = {rate0:.1f}:")
print(f"  prescribed width at t = {T_OSC:.0f}: {s_osc(T_OSC):.5f} bohr")
print(f"  width with initial phase: {widths(good)[-1]:.5f} bohr")
print(f"  width with real initial Gaussian: {widths(bad)[-1]:.5f} bohr")
print(f"  largest density error with phase: {err_osc:.1e} per bohr")
print("no test failed")
```

Printed output:

```
All values in Hartree atomic units (a.u.) unless marked
initial width 1.0 bohr = 0.5292 angstrom
final width 2.0 bohr = 1.0584 angstrom
ramp duration 4.0 a.u. = 0.0968 fs
grid: 512 points, spacing 0.09375 bohr, box -24 to 24 bohr
time step 0.005 a.u., 800 steps
t | s | s' | s'' | 1/(4s^4) | s''/s | omega^2 | propagated width
0.0 | 1.00000 | 0.00000 | 0.00000 | 0.25000 | 0.00000 | 0.25000 | 1.00000
1.0 | 1.10352 | 0.26367 | 0.35156 | 0.16859 | 0.31858 | -0.15000 | 1.10352
2.0 | 1.50000 | 0.46875 | 0.00000 | 0.04938 | 0.00000 | 0.04938 | 1.50000
3.0 | 1.89648 | 0.26367 | -0.35156 | 0.01933 | -0.18538 | 0.20470 | 1.89649
4.0 | 2.00000 | 0.00000 | 0.00000 | 0.01562 | 0.00000 | 0.01562 | 2.00000
omega^2 negative from t = 0.3474 to 1.8082 a.u.
lowest omega^2 = -0.15035 a.u. at t = 0.9670 a.u.
force from density alone at t = 1.3: largest error 1.9e-06 a.u. for |x| < 2.5 bohr
largest density error, main run: 3.9e-07 per bohr
density error, step 0.02: 6.29e-06 per bohr
density error, step 0.01: 1.57e-06 per bohr
ratio of these errors: 4.000
time-only phase at the end: -0.54285 rad
largest final wavefunction error: 8.9e-07 bohr^(-1/2)
density change from added c(t) = 0.7 cos(3t): 4.3e-15 per bohr
initial energy 0.25000 hartree = 6.8028 eV
final energy 0.06250 hartree = 1.7007 eV
final ground-state population: 1.000000
Without the term s''/s:
  final width 1.59868 bohr (width equation: 1.59868 bohr)
  final energy 0.12258 hartree = 3.3357 eV
  final ground-state population 0.82181
  largest width error, ramp of 4 a.u.: 0.59939 bohr
  largest width error, ramp of 40 a.u.: 0.08361 bohr
Moving start, s = 1 + 0.2 sin(2t), s'(0) = 0.4:
  prescribed width at t = 1: 1.18186 bohr
  width with initial phase: 1.18186 bohr
  width with real initial Gaussian: 0.86190 bohr
  largest density error with phase: 1.6e-07 per bohr
no test failed
```
